# Sternheimer equation for a particle in a box under constant force

## The problem

A particle of mass $m$ moves in one dimension between hard walls at $x=0$ and $x=L$. Inside the box the unperturbed Hamiltonian is
$$H_0=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2},$$
and every wavefunction vanishes at both walls. A perturbation $V=Fx$ is added. The constant $F$ is an energy per length, so the force on the particle is $-dV/dx=-F$. For $F>0$ it points to the left.

The Sternheimer equation is the differential equation for the first-order change of a wavefunction. Solving it gives the second-order energy without a sum over excited states.

(a) Find the first-order energy $E_1$ of the ground state and write down the Sternheimer equation.

(b) Solve it for the first-order function $\psi_1$ in closed form.

(c) Find the second-order energy $E_2$.

(d) Evaluate the energies for an electron with $L=2$ nm and $F=0.05$ eV/nm. How good is the energy through second order?

In density functional perturbation theory each occupied orbital obeys an equation of the same kind. There the perturbing potential also contains the change of the Hartree and exchange-correlation potentials caused by the density response, so the equations are solved self-consistently. Here there is one particle and no interaction, and $V$ is fixed from the start.

## Hints

**Hint 1.** Measure position from the centre of the box, $s=x-L/2$. The ground state is then even in $s$, and many integrals vanish by symmetry.

**Hint 2.** Insert $\psi_0+\psi_1+\psi_2+\dots$ and $E_0+E_1+E_2+\dots$ into the Schrödinger equation and collect terms with equal powers of $F$.

**Hint 3.** The source term in the equation for $\psi_1$ contains $s\cos ks$, where $\cos ks$ itself solves the homogeneous equation. A trial function with one more power of $s$ is therefore needed.

**Hint 4.** A particular solution need not vanish at the walls. Use the homogeneous solutions to repair this.

**Hint 5.** For $E_2$, project the second-order equation on $\psi_0$. The unknown $\psi_2$ drops out.

## Full solution

### (a) The first-order equation

With $k=\pi/L$, the unperturbed ground state and its energy are
$$\psi_0=\sqrt{\frac2L}\,\cos ks,\qquad E_0=\frac{\hbar^2k^2}{2m},\qquad -\frac L2<s<\frac L2 .$$
The cosine vanishes at $s=\pm L/2$, where $ks=\pm\pi/2$.

The subscripts on $\psi$ and $E$ count powers of $F$. The terms of first order in $(H_0+V)\psi=E\psi$ are
$$H_0\psi_1+V\psi_0=E_0\psi_1+E_1\psi_0,$$
which rearranges to the Sternheimer equation
$$(H_0-E_0)\,\psi_1=-(V-E_1)\,\psi_0 .$$

Multiply by $\psi_0$ and integrate over the box. On the left, two integrations by parts move $H_0$ onto $\psi_0$. The boundary terms contain either $\psi_0$ or $\psi_1$ at a wall, and both are zero there. Since $(H_0-E_0)\psi_0=0$, the left side vanishes, so the right side must vanish too:
$$E_1=\langle\psi_0|V|\psi_0\rangle=F\left\langle\psi_0\left|\tfrac L2+s\right|\psi_0\right\rangle=\frac{FL}{2}.$$
The mean of $s$ is zero because $\psi_0^2$ is even. This also shows why $E_1$ must be subtracted from $V$: without the subtraction the right side would have a component along $\psi_0$ that the left side cannot produce, and there would be no solution.

Now $V-E_1=F(L/2+s)-FL/2=Fs$. Multiplying the Sternheimer equation by $-2m/\hbar^2$ and using $2mE_0/\hbar^2=k^2$ gives
$$\psi_1''+k^2\psi_1=\frac{2mF}{\hbar^2}\,s\,\psi_0,\qquad \psi_1\left(\pm\tfrac L2\right)=0,$$
where primes are derivatives with respect to $s$.

### (b) Solving for the first-order function

Take the constants out by writing
$$\psi_1=\frac{2mF}{\hbar^2}\sqrt{\frac2L}\;g(s),\qquad g''+k^2g=s\cos ks .$$
Following Hint 3, try $g=a\,s\cos ks+b\,s^2\sin ks$. The other two products, $s\sin ks$ and $s^2\cos ks$, are even in $s$ and are not needed for an odd source. Differentiating twice,
$$(s\cos ks)''=-2k\sin ks-k^2s\cos ks,$$
$$(s^2\sin ks)''=2\sin ks+4ks\cos ks-k^2s^2\sin ks .$$
When $k^2g$ is added, the last term of each line cancels. What remains is
$$g''+k^2g=(2b-2ka)\sin ks+4kb\,s\cos ks .$$
This must equal $s\cos ks$. The second term requires $b=1/(4k)$, and the first requires $a=b/k=1/(4k^2)$.

The general solution includes the homogeneous solutions:
$$g=\frac{s\cos ks}{4k^2}+\frac{s^2\sin ks}{4k}+C\sin ks+D\cos ks .$$
At $s=L/2$ the cosine is zero and the sine is one, so the boundary condition reads
$$\frac{L^2}{16k}+C=0,\qquad C=-\frac{L^2}{16k}.$$
At $s=-L/2$ the sine is $-1$ and the same condition results. The walls do not fix $D$, because $\cos ks$ already vanishes there. This term is a multiple of $\psi_0$. The usual convention $\langle\psi_0|\psi_1\rangle=0$ removes it: the other terms are odd and have no overlap with $\psi_0$, so $D=0$.

Taking out the common factor $1/(4k^2)$,
$$\psi_1=\frac{mF}{2\hbar^2k^2}\sqrt{\frac2L}\left[s\cos ks+k\left(s^2-\frac{L^2}{4}\right)\sin ks\right].$$
To return to $x$, use $\cos ks=\sin kx$, $\sin ks=-\cos kx$ and $s^2-L^2/4=-x(L-x)$. The two minus signs in the second term cancel:
$$\psi_1=\frac{mF}{2\hbar^2k^2}\sqrt{\frac2L}\left[\left(x-\frac L2\right)\sin kx+k\,x(L-x)\cos kx\right].$$

The sign of $\psi_1$ can be found without studying the bracket. Write $\psi_1=\psi_0u$ inside the box. Then $\psi_0^2u'=\psi_0\psi_1'-\psi_1\psi_0'$, and
$$(\psi_0^2u')'=\psi_0\psi_1''-\psi_1\psi_0''=\psi_0(\psi_1''+k^2\psi_1)=\frac{2mF}{\hbar^2}\,s\,\psi_0^2 .$$
The quantity $\psi_0^2u'$ is zero at the left wall, so
$$\psi_0^2u'=\frac{2mF}{\hbar^2}\int_{-L/2}^{s}t\,\psi_0(t)^2\,dt .$$
For $F>0$ this integral is negative everywhere inside the box: it falls until $s=0$, then rises and returns to zero at the right wall. Hence $u$ decreases from left to right. It is also odd, so it is positive in the left half and negative in the right half. The first-order density change, $2\psi_0\psi_1=2\psi_0^2u$, has the same signs. Density moves to the left, toward lower potential.

### (c) The second-order energy

The terms of second order in the Schrödinger equation are
$$(H_0-E_0)\psi_2+(V-E_1)\psi_1=E_2\psi_0 .$$
Project on $\psi_0$. The first term vanishes by the same integration by parts as before, since $\psi_2$ is also zero at the walls. With $\langle\psi_0|\psi_0\rangle=1$,
$$E_2=\langle\psi_0|V-E_1|\psi_1\rangle=F\,\langle\psi_0|s|\psi_1\rangle .$$
Keeping $D\neq0$ would have added a multiple of $\langle\psi_0|s|\psi_0\rangle=0$, so $E_2$ does not depend on that convention.

Insert the two functions. The two factors $\sqrt{2/L}$ give $2/L$, and the 2 cancels the one in the denominator of $\psi_1$:
$$E_2=\frac{mF^2}{\hbar^2k^2L}\,(A+kB),$$
$$A=\int_{-L/2}^{L/2}s^2\cos^2ks\,ds,\qquad B=\int_{-L/2}^{L/2}s\left(s^2-\frac{L^2}{4}\right)\sin ks\cos ks\,ds .$$

Both integrals use
$$K=\int_{-L/2}^{L/2}s^2\cos2ks\,ds .$$
At the limits $2ks=\pm\pi$, so $\sin2ks=0$ and $\cos2ks=-1$. Integrating by parts, with no boundary term because the sine vanishes,
$$K=-\frac1k\int_{-L/2}^{L/2}s\sin2ks\,ds .$$
A second integration by parts gives
$$\int_{-L/2}^{L/2}s\sin2ks\,ds=\left[-\frac{s\cos2ks}{2k}\right]_{-L/2}^{L/2}+\frac1{2k}\int_{-L/2}^{L/2}\cos2ks\,ds=\frac{L}{2k}+0,$$
and therefore $K=-L/(2k^2)$.

For $A$, use $\cos^2ks=\tfrac12(1+\cos2ks)$ and $\int s^2ds=L^3/12$:
$$A=\frac{L^3}{24}+\frac K2=\frac{L^3}{24}-\frac{L}{4k^2}.$$

For $B$, use $\sin ks\cos ks=\tfrac12\sin2ks$ and integrate by parts. The polynomial $s^3-L^2s/4$ vanishes at both limits, so
$$B=\frac1{4k}\int_{-L/2}^{L/2}\left(3s^2-\frac{L^2}{4}\right)\cos2ks\,ds=\frac{3K}{4k}=-\frac{3L}{8k^3}.$$
The constant term drops out because $\cos2ks$ integrates to zero.

Adding the pieces,
$$A+kB=\frac{L^3}{24}-\frac{L}{4k^2}-\frac{3L}{8k^2}=\frac{L^3}{24}-\frac{5L}{8k^2},$$
and hence, with $k=\pi/L$,
$$E_2=\frac{mF^2}{\hbar^2k^2}\left[\frac{L^2}{24}-\frac{5}{8k^2}\right]=\frac{mF^2L^4}{\hbar^2}\left[\frac1{24\pi^2}-\frac5{8\pi^4}\right].$$
Over the common denominator $24\pi^4$ this is
$$\boxed{E_2=-\frac{(15-\pi^2)\,mF^2L^4}{24\pi^4\hbar^2}}$$

The sign is negative because $\pi^2<15$. It could not have been positive. The ground-state energy is at most the mean of $H_0+V$ in the trial state $\psi_0$, which is $E_0+E_1$, so the leading correction beyond $E_1$ cannot raise the energy. The factor $L^4$ says that a wide box responds much more strongly than a narrow one: doubling $L$ at fixed $F$ multiplies $E_2$ by 16.

### (d) Numbers, and the range of validity

For an electron $\hbar^2/m=0.07620$ eV nm$^2$, and $L=2$ nm gives $k=1.5708$ nm$^{-1}$. The first two energies are
$$E_0=\frac{0.07620\times1.5708^2}{2}\ \text{eV}=0.094008\ \text{eV},\qquad E_1=\frac{0.05\times2}{2}\ \text{eV}=0.05000\ \text{eV}.$$
The numerical coefficient in $E_2$ is $(15-\pi^2)/(24\pi^4)=0.0021945$, so
$$E_2=-0.0021945\times\frac{0.05^2\times2^4}{0.07620}\ \text{eV}=-0.001152\ \text{eV},$$
or $-1.846\times10^{-22}$ J. The sum through second order is $E_0+E_1+E_2=0.142856$ eV.

At $x=L/4$ the formulas give $\psi_0=0.7071$ nm$^{-1/2}$ and $\psi_1=0.0638$ nm$^{-1/2}$. The correction there is about 9% of $\psi_0$, and it is positive, as expected in the left half. Numerical quadrature of $\psi_1^2$ over the box gives $0.0041$, which is small compared with the norm 1 of $\psi_0$.

For comparison, the full Hamiltonian $H_0+V$ can be diagonalized numerically in the lowest 40 unperturbed states. Its lowest eigenvalue is $0.142858$ eV. With more digits kept, the eigenvalue is $0.14285811$ eV and the second-order sum is $0.14285555$ eV. The remainder beyond second order is therefore $2.6\times10^{-6}$ eV, or 0.22% of $|E_2|$.

This remainder starts at fourth order. Reflection about the centre changes $Fs$ into $-Fs$ and leaves $H_0$ unchanged. The energy measured from $FL/2$ is therefore the same for $F$ and $-F$, and its expansion has no odd powers. Halving $F$ should then reduce the remainder by a factor near 16. The same diagonalization gives 15.94, and the small difference from 16 comes from sixth and higher orders.

The expansion parameter is the dimensionless combination $mFL^3/\hbar^2$, which is $0.05\times2^3/0.0762\approx5.2$ here. It is not itself small, but it enters with small coefficients. The second-order formula must fail when it is large. For $F>0$ the potential $Fx$ is nowhere negative in the box, so the true energy cannot lie below $E_0$. The truncated sum does fall below $E_0$ once $|E_2|>E_1$, which happens when
$$\frac{mFL^3}{\hbar^2}>\frac{1}{2\times0.0021945}\approx228 .$$
Beyond this value the truncated sum is certainly wrong. The value is not a limit up to which it is accurate.

## Variation 1: how far does the particle move?

*Find the mean displacement from the centre of the box to first order in $F$.*

The mean of $s$ in the state $\psi_0+\psi_1$ is, to first order,
$$\langle s\rangle=\langle\psi_0|s|\psi_0\rangle+2\langle\psi_0|s|\psi_1\rangle=2\langle\psi_0|s|\psi_1\rangle .$$
The functions are real, which gives the factor 2. The norm of the state differs from 1 only at second order, because $\psi_1$ is orthogonal to $\psi_0$. Part (c) gave $E_2=F\langle\psi_0|s|\psi_1\rangle$, so no new integral is needed:
$$\langle s\rangle=\frac{2E_2}{F}=-\frac{(15-\pi^2)\,mFL^4}{12\pi^4\hbar^2}.$$
The displacement is along the force, to the left for $F>0$. In the example it is
$$\langle s\rangle=\frac{2\times(-0.001152)}{0.05}\ \text{nm}=-0.0461\ \text{nm},$$
about 2% of the box length. The ground state from the diagonalization in part (d) gives $-0.0459$ nm. The linear formula overestimates the size of the displacement by about 0.4%.

## Variation 2: how much comes from the second level?

*Solve the Sternheimer equation by expanding $\psi_1$ in excited states, and keep only the first of them.*

Let $\phi_n=\sqrt{2/L}\,\sin(nkx)$ be the unperturbed states, with energies $\varepsilon_n=n^2E_0$. The ground state is $\phi_1=\psi_0$. Write $\psi_1=\sum_{n\ge2}c_n\phi_n$ and project the Sternheimer equation on $\phi_n$. The constant $E_1$ drops out by orthogonality, leaving
$$(\varepsilon_n-\varepsilon_1)\,c_n=-F\langle\phi_n|x|\phi_1\rangle .$$
Inserting these coefficients into $E_2=\langle\psi_0|V-E_1|\psi_1\rangle$ gives
$$E_2=-F^2\sum_{n\ge2}\frac{\langle\phi_1|x|\phi_n\rangle^2}{\varepsilon_n-\varepsilon_1}.$$
No term is positive, so stopping the sum early cannot make $|E_2|$ too large.

For $n=2$, the product formula for two sines gives
$$\langle\phi_1|x|\phi_2\rangle=\frac1L\int_0^Lx\,(\cos kx-\cos3kx)\,dx .$$
For odd $j$, integration by parts gives $\int_0^Lx\cos(jkx)\,dx=(\cos j\pi-1)/(j^2k^2)=-2/(j^2k^2)$. Therefore
$$\langle\phi_1|x|\phi_2\rangle=-\frac{2}{Lk^2}\left(1-\frac19\right)=-\frac{16L}{9\pi^2}.$$
The gap is $\varepsilon_2-\varepsilon_1=3E_0=3\pi^2\hbar^2/(2mL^2)$, so the first term of the sum is
$$E_2^{(n=2)}=-F^2\,\frac{256L^2}{81\pi^4}\,\frac{2mL^2}{3\pi^2\hbar^2}=-\frac{512\,mF^2L^4}{243\pi^6\hbar^2}.$$

In the example the matrix element is $-0.36025$ nm and the gap is $0.28202$ eV, which gives
$$E_2^{(n=2)}=-\frac{(0.05\times0.36025)^2}{0.28202}\ \text{eV}=-0.001150\ \text{eV}.$$
This is 99.87% of $E_2$. The share is a ratio of two expressions with the same factor $mF^2L^4/\hbar^2$, so it holds for any $m$, $F$ and $L$. The remaining 0.13% comes from the higher levels, which the closed form of $\psi_1$ includes without a sum.

The coefficient $|c_2|$ is the coupling divided by the gap, $0.05\times0.36025/0.28202=0.064$. Its square, $0.0041$, agrees to the digits shown with the squared norm of $\psi_1$ in part (d): the first-order change is almost entirely an admixture of the second level.

All numerical values are calculated from the stated model.
